# Constant Interface Dopant Concentration in Parabolic Oxidation of Silicon, part 2

A uniformly doped silicon wafer is oxidized in steam. Does the dopant density on the silicon side of the moving interface settle to a constant, and how fast?

Oxide of thickness \(X\) has consumed silicon of thickness \(s=\alpha X\), with \(\alpha\simeq0.44\). Depth \(x\) is measured in the silicon lattice from the original surface. The dopant density in silicon is \(C\), initially \(C_b\), and \(C_s\) at the interface; in the oxide it is \(C_{ox}\). Local equilibrium at the interface gives \(m=C_s/C_{ox}\), and no dopant is trapped there. The diffusivities are \(D\) (constant) in silicon and \(D_{ox}\) in oxide.

For pure parabolic growth, \(X=\sqrt{Bt}\), \(C_s\) has the constant value \(C_*\):
\[
\boxed{\frac{C_b}{C_*}=1-R+\frac{R}{\alpha m}(1+E)},\qquad
R=\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erfc}\lambda. \tag{5}
\]
Here
\[
\lambda=\frac\alpha2\sqrt{\frac BD},\qquad
G=\frac{e^{-\lambda^2}}{\sqrt\pi\operatorname{erfc}\lambda},\qquad
R=\frac\lambda G .
\]
If dopant escapes freely at the outer oxide surface,
\[
E=\frac{e^{-\Lambda^2}}{\sqrt\pi\,\Lambda\operatorname{erf}\Lambda}, \tag{4}
\]
with \(\Lambda=\frac12\sqrt{B/D_{ox}}\). For a sealed surface or an impermeable oxide, \(E=0\).

Linear-parabolic growth follows \(X^2+AX=B(t+\tau)\), where \(A\) is a length and \(\tau\) accounts for oxide present at \(t=0\). Equivalently,
\[
\left(X+\frac A2\right)^2=BT,\qquad T=t+\tau+\frac{A^2}{4B}. \tag{10}
\]
With \(\tilde x=x+\alpha A/2\), the interface lies at \(\tilde s=2\lambda\sqrt{DT}\), that is, at \(\eta=\tilde x/(2\sqrt{DT})=\lambda\). The diffusion equation keeps its form in \(\tilde x\) and \(T\). For an impermeable oxide, assumed in the derivation that follows, the budget at the interface is
\[
D\frac{\partial C}{\partial x}=\left(\frac1{\alpha m}-1\right)\dot s\,C_s. \tag{11}
\]
The similarity profile is \(C_b+(C_*-C_b)\operatorname{erfc}\eta/\operatorname{erfc}\lambda\). The actual profile differs from it because oxidation starts at thickness \(X_i\) on uniformly doped silicon, at \(T_i=(X_i+A/2)^2/B\) and not at \(T=0\).

### Decaying deviations

The similarity profile in the shifted variables, with \(\eta=\tilde x/(2\sqrt{DT})\), satisfies the diffusion equation and (11). Both are linear, so the difference between the actual profile and this one satisfies them too, and it vanishes deep in the wafer. Look for differences of the form \(T^{-p}F(\eta)\). Then
\[
\frac{\partial}{\partial T}\left(T^{-p}F\right)=T^{-p-1}\left(-pF-\frac\eta2F'\right),\qquad
D\frac{\partial^2}{\partial\tilde x^2}\left(T^{-p}F\right)=\frac{T^{-p-1}}4F'' .
\]
Equating the two and multiplying by 4 gives
\[
F''+2\eta F'+4pF=0. \tag{12}
\]
In (11), the gradient is \(T^{-p}F'/(2\sqrt{DT})\) and \(\dot s=\lambda\sqrt{D/T}\), so
\[
F'(\lambda)=2\kappa F(\lambda),\qquad \kappa=\lambda\left(\frac1{\alpha m}-1\right). \tag{13}
\]

The substitution \(F=e^{-\eta^2/2}\psi\) shows which values of \(p\) are allowed. It gives \(F'=e^{-\eta^2/2}(\psi'-\eta\psi)\) and \(F''=e^{-\eta^2/2}(\psi''-2\eta\psi'-\psi+\eta^2\psi)\). In (12) the terms in \(\psi'\) cancel, leaving
\[
-\psi''+\eta^2\psi=(4p-1)\psi,\qquad \psi'(\lambda)=(2\kappa+\lambda)\psi(\lambda). \tag{14}
\]
This is the equation of a harmonic oscillator confined to \(\eta>\lambda\). By Sturm–Liouville theory, its square-integrable solutions form a discrete sequence \(p_1<p_2<\dots\), and the functions \(\psi_n\) are orthogonal and complete. The initial deviation is proportional to \(\operatorname{erfc}\eta\). Multiplied by \(e^{\eta^2/2}\), it falls off like \(e^{-\eta^2/2}/\eta\), so it is square-integrable and can be expanded in the \(\psi_n\).

To find the exponents, put \(F=e^{-\eta^2}h\) in (12). The result is Hermite's equation \(h''-2\eta h'+(4p-2)h=0\), of order \(2p-1\). The admissible solution is the Hermite function \(H_{2p-1}\), which grows like \((2\eta)^{2p-1}\) at large \(\eta\); the other solution makes \(\psi\) grow. Differentiating (12) shows that \(F'\) obeys the same equation with \(p\) replaced by \(p+\tfrac12\). Comparing the leading behaviour at large \(\eta\) then gives \(F'=-e^{-\eta^2}H_{2p}\). Condition (13) becomes
\[
H_{2p}(\lambda)+2\kappa H_{2p-1}(\lambda)=0. \tag{15}
\]

### Why every deviation dies out

The lowest solution \(\psi_1\) minimizes
\[
\int_\lambda^\infty(\psi'^2+\eta^2\psi^2)\,d\eta+(2\kappa+\lambda)\psi(\lambda)^2
\]
at fixed \(\int\psi^2d\eta\). Replacing \(\psi_1\) by \(|\psi_1|\) does not change this value, so \(|\psi_1|\) is also a minimizer and obeys (14). At a zero it would have zero value and zero slope, and it would then vanish everywhere. Hence \(\psi_1\), and with it \(F_1\), can be taken positive.

Write (12) as \((F'+2\eta F)'+(4p-2)F=0\) and integrate from \(\lambda\) to infinity. By (13), \(F'(\lambda)+2\lambda F(\lambda)=2(\kappa+\lambda)F(\lambda)=2\lambda F(\lambda)/(\alpha m)\). For the lowest mode,
\[
(4p_1-2)\int_\lambda^\infty F_1\,d\eta=\frac{2\lambda}{\alpha m}F_1(\lambda)>0 . \tag{16}
\]
Thus \(p_1>\tfrac12\), and all other exponents are larger still. Every deviation decays.

The limit \(\alpha m\to\infty\) shows what the value \(\tfrac12\) means. The oxide then takes up nothing, and \(F=e^{-\eta^2}\) with \(p=\tfrac12\) satisfies (12) and (13). A fixed surplus dose spreads over a width proportional to \(\sqrt T\), so its density falls as \(T^{-1/2}\). When the oxide does take up dopant, the surplus is also drained and the decay is faster. The minimized expression above increases with \(\kappa\) for any fixed \(\psi\) with \(\psi(\lambda)\neq0\), so at fixed \(\lambda\) the exponent \(p_1\) increases as \(m\) decreases.

### Amplitudes

At \(T_i\) the silicon is uniform, so the deviation is
\[
\delta(\eta)=-(C_*-C_b)\frac{\varphi(\eta)}{\varphi(\lambda)},\qquad \varphi=\operatorname{erfc}\eta .
\]
The similarity profile itself obeys the slope condition (13), which reads \(-2G(C_*-C_b)=2\kappa C_*\). Therefore
\[
C_*=\frac{GC_b}{G+\kappa},\qquad C_*-C_b=-\frac{\kappa C_b}{G+\kappa}. \tag{17}
\]
Let \(w=e^{\eta^2}\), so that \(wF_n^2=\psi_n^2\). The coefficient of \(F_n\) in \(\delta\) is \(\int w\delta F_n\,d\eta\big/\int wF_n^2\,d\eta\). Equation (12) is equivalent to \((wF_n')'=-4p_nwF_n\), while \(w\varphi'=-2/\sqrt\pi\) is constant. Two integrations by parts, with vanishing terms at infinity, give
\[
4p_n\int_\lambda^\infty w\varphi F_n\,d\eta
=w(\lambda)\left[\varphi F_n'-\varphi'F_n\right]_{\eta=\lambda}
=2w(\lambda)\varphi(\lambda)F_n(\lambda)(\kappa+G),
\]
where \(F_n'=2\kappa F_n\) and \(\varphi'=-2G\varphi\) at \(\lambda\) were used. Multiply by \(\kappa C_b/[(G+\kappa)\varphi(\lambda)]\), the prefactor of \(\delta\) according to (17), and the factor \(G+\kappa\) cancels. The value of the mode at the interface is the coefficient times \(F_n(\lambda)\):
\[
a_n=\frac{\kappa C_b}{2p_n}\,\frac{\psi_n(\lambda)^2}{\int_\lambda^\infty\psi_n^2\,d\eta}. \tag{18}
\]
Since \(T/T_i=[(X+A/2)/(X_i+A/2)]^2\), the interface density is
\[
\boxed{C_s=C_*+\sum_n a_n\left(\frac{X+A/2}{X_i+A/2}\right)^{-2p_n}} . \tag{19}
\]
All \(a_n\) have the sign of \(\kappa\), so \(C_s\) moves from \(C_b\) to \(C_*\) without overshoot. It rises for \(\alpha m>1\) and falls for \(\alpha m<1\). At late times the deviation varies as \((X+A/2)^{-2p_1}\), which is faster than \(1/X\).

### Phosphorus and boron in steam near 1100 °C

Rough values for this process are \(B=0.5\ \mu\mathrm m^2/\mathrm h\), \(A=0.1\ \mu\mathrm m\) and \(\alpha=0.44\). For both dopants take \(D=0.05\ \mu\mathrm m^2/\mathrm h\), or \(1.4\times10^{-13}\ \mathrm{cm^2/s}\), and \(C_b=10^{16}\ \mathrm{cm^{-3}}\). The segregation coefficients are \(m=10\) for phosphorus and \(m=0.3\) for boron. Then
\[
\lambda=0.22\sqrt{10}=0.696,\qquad R=0.651 .
\]
For phosphorus \(\alpha m=4.4\), and
\[
\frac{C_b}{C_*}=0.349+\frac{0.651}{4.4}=0.497,\qquad C_*=2.01\,C_b=2.0\times10^{16}\ \mathrm{cm^{-3}}.
\]
For boron \(\alpha m=0.132\), and
\[
\frac{C_b}{C_*}=0.349+\frac{0.651}{0.132}=5.28,\qquad C_*=0.19\,C_b=1.9\times10^{15}\ \mathrm{cm^{-3}}.
\]

Starting from bare silicon, \(X_i=0\), the lowest phosphorus mode has \(p_1=0.653\) and \(a_1=-0.721\,C_b\). At \(X=0.2\ \mu\mathrm m\) the ratio in (19) is \(0.25/0.05=5\), so
\[
\frac{C_s}{C_b}\simeq2.011-0.721\times5^{-1.307}=2.011-0.088=1.923 .
\]
The full series and the numerical solution of the dopant budgets both give 1.923. They also agree at \(X=0.05\ \mu\mathrm m\), where both give 1.715. Phosphorus is within 1 % of its plateau from \(X=0.72\ \mu\mathrm m\), and boron from \(0.12\ \mu\mathrm m\). Two things make boron faster. Its lowest exponent is larger, \(p_1=1.41\), and its first three amplitudes add up to \(0.12\,C_b\) out of an initial deviation of \(0.81\,C_b\). The rest belongs to higher modes, which die out sooner.

The doses show where the dopant goes. For a pure parabola at \(X=1\ \mu\mathrm m\), the consumed silicon held \(4.40\times10^{11}\ \mathrm{cm^{-2}}\). For phosphorus, \(2.01\times10^{11}\) of this is in the oxide and \(2.39\times10^{11}\) is excess in the silicon. For boron the oxide holds \(6.32\times10^{11}\), of which \(1.92\times10^{11}\ \mathrm{cm^{-2}}\) was drawn from silicon that has not been consumed.

### How far real wafers depart from the model

The boron plateau is sensitive to the segregation coefficient, which depends on temperature and ambient. Raising \(m\) by a factor 1.5, with all else fixed, moves the boron plateau from 0.19 to \(0.28\,C_b\), a change of 45 %. The same factor moves phosphorus by 11 %, from 2.01 to \(2.23\,C_b\). Oxidation also injects silicon interstitials, which speed up the diffusion of both dopants, so a constant \(D\) is an assumption that real wafers break. A constant increase of \(D\) by a factor 1.5 lowers the phosphorus plateau to \(1.83\,C_b\) and raises that of boron to \(0.21\,C_b\), about 9 % in each case. The real enhancement follows the growth rate and weakens as growth slows, so it is not constant. An enhancement that changes during the oxidation would break the similarity itself, even if it were uniform in depth. So would an implanted profile that is not uniform over the diffusion length, here 0.63 µm for \(2\sqrt{Dt}\) when a pure parabola reaches \(X=1\ \mu\mathrm m\).

In this model crystal orientation enters only through \(A\), which affects the approach but not the plateau. The value \(A=0.1\ \mu\mathrm m\) is close to that of (111) silicon, and (100) silicon has an \(A\) about 1.7 times larger. Multiplying \(A\) by 1.7 changes the phosphorus density at \(X=1\ \mu\mathrm m\) from 2.00 to \(1.99\,C_b\). On real wafers the segregation coefficient and the oxidation enhancement of \(D\) also depend on orientation, and these do enter the plateau.

For a slow oxide diffuser, escape through the oxide has a negligible effect on the silicon, although the outermost oxide still loses dopant. With a rough \(D_{ox}=10^{-16}\ \mathrm{cm^2/s}\), \(\Lambda\simeq59\), and \(E\), which contains the factor \(e^{-\Lambda^2}\), is zero for any purpose. The ratio \(E\) reaches 1 % at \(D_{ox}=1.0\times10^{-13}\ \mathrm{cm^2/s}\), a thousand times higher.

The field of the ionized dopant adds a drift flux. For a donor, local neutrality \(n-p=C\) with \(np=n_i^2\) gives the electron density \(n=\tfrac12(C+\sqrt{C^2+4n_i^2})\), so \(d\ln n/dC=1/\sqrt{C^2+4n_i^2}\). Electrons in equilibrium set up the field \(-(k_BT/e)\,\partial\ln n/\partial x\), and with the Einstein relation the donor drift flux is \(-DC\,\partial\ln n/\partial x\). Added to the diffusive flux, it multiplies \(D\) by \(1+C/\sqrt{C^2+4n_i^2}\). The same factor holds for an acceptor, with holes in place of electrons. With a rough intrinsic density \(n_i=1.5\times10^{19}\ \mathrm{cm^{-3}}\), the correction for phosphorus is \(C_*/(2n_i)=7\times10^{-4}\).

Local equilibrium needs fast exchange across the interface. Suppose the flux into the oxide is \(k(C_s-mC_{ox})\), with \(k\) an exchange velocity. In an impermeable oxide this flux equals \(C_{ox}\dot X\), so
\[
\frac{C_s}{C_{ox}}=m+\frac{\dot X}{k}.
\]
At \(X=1\ \mu\mathrm m\) the growth speed is 0.066 nm/s. For boron, the ratio departs from \(m\) by 1 % if \(k=22\) nm/s. The departure shrinks as growth slows, so finite exchange does not move the plateau. It does change the approach, because it acts like a larger \(m\) and raises \(C_s\) for both dopants. Boron then approaches its plateau more slowly, with a deviation that at late times falls only as \(1/X\). With \(k=22\) nm/s it comes within 1 % of the plateau near \(X=1\ \mu\mathrm m\) instead of \(0.12\ \mu\mathrm m\). If \(m+\dot X/k\) exceeds \(1/\alpha\) at the start, the oxide at first takes up less boron than the consumed silicon supplies, and the boron density rises above \(C_b\) before it falls. Phosphorus rises faster and can overshoot its plateau before returning to it from above.

Trapping in the interface plane cannot be sized without a trap density, but the scale for judging it is known. For a pure parabola, the phosphorus excess at 1 µm is \(2.4\times10^{11}\ \mathrm{cm^{-2}}\), less than a thousandth of an atomic layer. A trapped dose of that order would change the budget markedly at this thickness. If the trapped dose stays fixed, its share of the budget falls as \(1/X\), because the other doses grow in proportion to \(X\).

The numerical output below lists the first three exponents and amplitudes for each dopant, together with intermediate values.

## Values computed for the example and the checks

```
inputs: B = 0.5 um^2/h, A = 0.1 um, D = 0.05 um^2/h, alpha = 0.44
inputs: C_b = 1.0e+16 cm^-3, temperature = 1373 K
D = 1.39e-13 cm^2/s
lambda = 0.6957, R = 0.6506
time to grow 1 um from bare silicon = 2.20 h
silicon consumed at X = 1 um = 440 nm
2 sqrt(D t), pure parabola, X = 1 um: 632 nm
phosphorus: m = 10.0, alpha m = 4.400
  plateau C_s/C_b = 2.0110, C_s = 2.011e+16 cm^-3
  C_ox/C_b at the interface = 0.2011
  exponents p_1..p_3 = 0.6534, 2.0360, 3.2213
  amplitudes a_1..a_3 (C_b) = -0.7206, -0.0772, -0.0358
  X = 0.05 um: C_s/C_b series 1.7147, simulation 1.7147
  X = 0.2 um: C_s/C_b series 1.9230, simulation 1.9230
  X = 1.0 um: C_s/C_b series 1.9975, simulation 1.9976
  within 1 % of the plateau from X = 0.723 um
  pure parabola, X = 1 um: silicon excess dose = 2.389e+11 cm^-2
  same, oxide dose = 2.011e+11 cm^-2
  plateau with D x 1.5: 1.8285 C_b
  plateau with m x 1.5: 2.2323 C_b
  X = 1 um with A x 1.7: C_s/C_b = 1.9852
boron: m = 0.3, alpha m = 0.132
  plateau C_s/C_b = 0.1895, C_s = 1.895e+15 cm^-3
  C_ox/C_b at the interface = 0.6315
  exponents p_1..p_3 = 1.4074, 2.5779, 3.7062
  amplitudes a_1..a_3 (C_b) = 0.0519, 0.0367, 0.0292
  X = 0.05 um: C_s/C_b series 0.1981, simulation 0.1981
  X = 0.2 um: C_s/C_b series 0.1900, simulation 0.1900
  X = 1.0 um: C_s/C_b series 0.1895, simulation 0.1895
  within 1 % of the plateau from X = 0.115 um
  pure parabola, X = 1 um: silicon excess dose = -1.915e+11 cm^-2
  same, oxide dose = 6.315e+11 cm^-2
  plateau with D x 1.5: 0.2059 C_b
  plateau with m x 1.5: 0.2751 C_b
  X = 1 um with A x 1.7: C_s/C_b = 0.1895
consumed-silicon dose at X = 1 um = 4.400e+11 cm^-2
phosphorus, start X_i = 0.05 um, at X = 0.5 um: series 1.9333, simulation 1.9333 C_b
permeable test: m = 10.0, D_ox = 0.5 um^2/h, E = 1.6883
  escaping: formula 1.3389, simulation 1.3389 C_b
  sealed: formula 2.0110, simulation 2.0110 C_b
rough D_ox = 1e-16 cm^2/s: Lambda = 58.9, log10 E = -1510
D_ox that gives E = 1 %: 1.01e-13 cm^2/s
rough intrinsic density n_i = 1.5e+19 cm^-3
field correction C_s/(2 n_i), phosphorus = 6.8e-04
oxide growth speed at X = 1 um = 0.0661 nm/s
boron exchange velocity for 1 % shift of C_Si/C_ox = 22.0 nm/s
```
